# Apparent Reaction Order When a Transport Film Feeds a Growing Surface

## Definitions and conventions

A reactant in a gas crosses a transport film of thickness $\delta$ and is consumed at a growing surface. Its concentration is $C_b$ at the outer edge of the film and $C_s$ in the gas next to the surface. The flux $J$, counted positive towards the surface, is in moles per area and time. The two quantities that organize everything below are

$$f=\frac{C_s}{C_b},\qquad m=\frac{d\ln J}{d\ln C_b}.$$

The first measures depletion. The second is the apparent order, the local slope of a log–log plot of growth rate against bulk concentration. The surface reaction has its own order $n$, defined by $J=kC_s^n$.

Assumptions: the state is steady; the reactant is dilute; nothing reacts inside the film; the surface reaction is irreversible; temperature and co-reactant concentrations at the surface are fixed, so $k$ is constant. In the derivative defining $m$, $C_b$ is varied at constant total pressure and flow, so the diffusivity $D$ and $\delta$ are also constant.

Let $z$ be the distance from the surface. Without reaction in the film, $D\,d^2C/dz^2=0$, so the profile is linear. The flux towards the surface is $D\,dC/dz$, hence

$$J=h(C_b-C_s),\qquad h=\frac{D}{\delta}.\tag{1}$$

## The simple case: first order

For $n=1$, setting supply equal to consumption gives $h(C_b-C_s)=kC_s$. Collecting $C_s$,

$$C_s=\frac{h}{h+k}C_b,\qquad J=kC_s=\frac{hk}{h+k}C_b=\frac{C_b}{1/h+1/k}.$$

The film and the reaction act as resistances in series. The flux is proportional to $C_b$ whatever the ratio $k/h$, so $m=1$ under kinetic control, under transport control and in between. For a first-order reaction, an order measured by varying $C_b$ at fixed $h$ therefore carries no information about the regime. A total-pressure scan, treated below, does: for $n=1$ it gives $f$ itself.

## General order

For any $n$ the balance is

$$h(C_b-C_s)=kC_s^n.\tag{2}$$

If $n>0$, the left side falls from $hC_b$ to zero as $C_s$ goes from $0$ to $C_b$, while the right side rises from zero. They cross once, so there is one steady state, with $0<f<1$.

Equation (2) need not be solved to find $m$. Differentiate it at fixed $h$ and $k$, using $dC=C\,d\ln C$:

$$hC_b\,d\ln C_b-hC_s\,d\ln C_s=n\,kC_s^n\,d\ln C_s.$$

Replace $kC_s^n$ on the right by $h(C_b-C_s)$, then divide by $hC_b$:

$$d\ln C_b-f\,d\ln C_s=n(1-f)\,d\ln C_s.$$

Therefore

$$\frac{d\ln C_s}{d\ln C_b}=\frac{1}{f+n(1-f)}.\tag{3}$$

Since $J=kC_s^n$ with $k$ fixed, $d\ln J=n\,d\ln C_s$, and

$$\boxed{m=\frac{n}{n(1-f)+f}}\tag{4}$$

Taking the reciprocal gives a form that is easier to read:

$$\frac1m=(1-f)\cdot 1+f\cdot\frac1n.\tag{5}$$

The reciprocal order is the average of the reciprocals of $1$ and $n$, with weights $1-f$ and $f$. For $n>0$, $m$ thus lies between $1$ and $n$.

### Limits

Define $\kappa=kC_b^{n-1}/h$. Dividing (2) by $hC_b$ gives $1-f=\kappa f^n$.

*Kinetic control, $\kappa\ll1$.* To first order $f\approx1-\kappa$. The denominator of (4) is $1+(n-1)(1-f)\approx1+(n-1)\kappa$, so

$$m\approx n[1-(n-1)\kappa]\to n.$$

*Transport control, $\kappa\gg1$, $n>0$.* Now $f\approx\kappa^{-1/n}\ll1$, and (5) gives

$$m\approx1-f\left(\frac1n-1\right)\to1.$$

The surface takes what the film delivers, and delivery is linear in $C_b$.

Because $\kappa$ depends on $C_b$, a scan of concentration also moves the system between regimes. From (3),

$$\frac{d\ln f}{d\ln C_b}=\frac{1}{f+n(1-f)}-1=\frac{(1-n)(1-f)}{f+n(1-f)}.$$

For $0<n<1$, raising $C_b$ raises $f$ and moves the system towards kinetic control. For $n>1$ it does the opposite. Equation (4) is therefore a local slope; for $n\neq1$ the flux is not a single power of $C_b$.

The case $n=0$ needs care. While $k<hC_b$, the flux is $J=k$ and $m=0$, as (4) says. At lower $C_b$ the film cannot supply $k$, the surface is depleted, and $J=hC_b$ with order 1.

## What the weights mean

Let $k$ vary at fixed $C_b$ and $h$. From $J=kC_s^n$,

$$d\ln J=d\ln k+n\,d\ln C_s.$$

From (1), $dJ=-h\,dC_s$; dividing by $J=h(C_b-C_s)$ gives

$$d\ln J=-\frac{f}{1-f}\,d\ln C_s,\qquad d\ln C_s=-\frac{1-f}{f}\,d\ln J.$$

Substitution gives $d\ln J\,[1+n(1-f)/f]=d\ln k$, so the degree of kinetic control is

$$w\equiv\frac{\partial\ln J}{\partial\ln k}=\frac{f}{f+n(1-f)}.\tag{6}$$

If $h$ and $k$ are multiplied by the same factor, (2) leaves $C_s$ unchanged and $J$ acquires that factor. The two sensitivities therefore add to one: $\partial\ln J/\partial\ln h=1-w$. Forming the average of the two orders,

$$wn+(1-w)\cdot1=\frac{nf+n(1-f)}{f+n(1-f)}=m.$$

The apparent order is the average of $n$ and 1 weighted by the control that each step exerts on the flux. Note that $w$ differs from $f$ unless $n=1$ or the system is at a limit.

## Reading the regime from a measured order

If $n$ is known and $n\ne1$, clear the denominator in (4): $mn-mnf+mf=n$. Collecting $f$ gives

$$f=\frac{n(1-m)}{m(1-n)}.\tag{7}$$

Its derivative is $df/dm=-n/[m^2(1-n)]$, which diverges as $n\to1$. Close to first order, a small error in $m$ becomes a large error in $f$.

## Other rate laws

Let the surface rate be a general function $R(C_s)$. The derivation used the power law only through its logarithmic derivative, $d\ln J=n\,d\ln C_s$ at fixed $k$. Equation (4) therefore holds with $n$ replaced by

$$n_{\rm loc}=\frac{d\ln R}{d\ln C_s}$$

at the actual surface concentration.

An example needed below is a diatomic molecule in equilibrium with its adsorbed atoms. In the Langmuir model the coverage $\theta$ obeys $\theta/(1-\theta)=b\sqrt{C_s}$. Differentiating the logarithm of the left side gives

$$d\ln\theta+\frac{d\theta}{1-\theta}=d\ln\theta\left(1+\frac{\theta}{1-\theta}\right)=\frac{d\ln\theta}{1-\theta}=\frac12\,d\ln C_s.$$

If the growth rate is proportional to $\theta$, then $n_{\rm loc}=(1-\theta)/2$. Sparse coverage gives order one half.

## A different scan: total pressure

Suppose $C_b$ is raised by compressing the gas at fixed composition, with $\delta$ and $k$ held fixed. In an ideal gas at fixed temperature $D\propto1/p$, so $h\propto1/C_b$. Equation (4) counts the change in supply at constant $h$; the change in $h$ adds $-(1-w)$:

$$m_p=m-(1-w)=wn=\frac{nf}{n(1-f)+f}.\tag{8}$$

Under kinetic control this is $n$, as before. Under transport control it tends to zero, because the product $DC_b$ does not change with pressure. The same surface and the same film thus give different apparent orders in the two scans. If a co-reactant of surface order one is compressed too, $k$ rises in proportion to $C_b$ and another $w$ is added to (8), provided that its own depletion is negligible.

## Negative order

A reactant that blocks the surface can have $n<0$ over some range. Equation (4) still holds along a branch of solutions, but its denominator can vanish. To see what this means, let a mixed gas layer of thickness $\ell$ lie next to the surface, with the film responding quickly:

$$\ell\,\frac{dC_s}{dt}=h(C_b-C_s)-kC_s^n.$$

A small deviation from the steady state grows at the rate $(-h-nkC_s^{n-1})/\ell$. By (2), $kC_s^{n-1}=h(1-f)/f$, so this rate is

$$-\frac{h}{\ell f}\,[f+n(1-f)].$$

The state is stable when the bracket, which is the denominator of (4), is positive. For $n<0$ this requires

$$f>\frac{|n|}{1+|n|}.$$

At equality the stable and unstable branches meet in a fold. On the stable branch the bracket lies between 0 and 1, so $m$ is more negative than $n$: depletion of an inhibitor speeds up the reaction, which deepens the depletion.

Take $n=-1$, $k/h=1$ and $C_b=3$ in scaled units. Then $C_s+1/C_s=3$, and the larger root is $C_s=(3+\sqrt5)/2=2.618$. Hence $f=0.8727$ and $m=-1/(2f-1)=-1.3416$, in agreement with the slope computed from neighbouring solutions.

The power law with $n<0$ diverges as $C_s\to0$, whereas a real rate must vanish there. By continuity, a further steady state then exists below the unstable one. Where its local order is positive and its $f$ is small compared with both 1 and that order, (5) gives an apparent order close to 1.

## Worked example: CdTe from Te$_2$ and excess Cd

Cadmium telluride grows from Cd and Te$_2$ vapour in nitrogen. The model assumes that Te$_2$ is in equilibrium with sparse Te adatoms, and that these are incorporated at a rate first order in adatoms and in Cd. With Cd in excess its concentration is absorbed into $k$, and $n=1/2$ in Te$_2$.

The temperature is 800 K and the total pressure 10 Torr, with 0.02 Torr of Te$_2$ and 0.4 Torr of Cd. The Te$_2$ diffusivity is 30 cm²/s and the film is 5 mm thick. These are rough values. The kinetic constant is chosen so that growth would run at 1.50 µm/min if the surface saw the bulk concentration.

The transfer coefficient is $h=30/0.5=60$ cm/s. The ideal-gas law gives $C_b=4.009\times10^{-4}$ mol/m³. Each Te$_2$ makes two CdTe units, so the growth rate is $2JM/\rho$, with $M/\rho=240.01/5.85=41.03$ cm³/mol. The largest flux that the film can carry, $hC_b$, corresponds to 1.184 µm/min.

Hence $\kappa=1.50/1.184=1.267$. With $x=\sqrt f$, the balance $1-f=\kappa\sqrt f$ becomes $x^2+\kappa x-1=0$, whose positive root is

$$x=\frac{-1.267+\sqrt{1.267^2+4}}{2}=0.550,\qquad f=0.303.$$

The growth rate is $(1-0.303)\times1.184=0.83$ µm/min. The apparent order is

$$m=\frac{0.5}{0.5\times0.697+0.303}=0.767.$$

The slope found by solving the balance at slightly different $C_b$ is 0.7675, as is the formula evaluated with the unrounded $f$. The kinetic control is $w=0.465$: although the surface sees under a third of the bulk concentration, the two steps share control almost equally.

A scan of Te$_2$ pressure, with Cd pressure and all else fixed, shows the drift between regimes. At 0.001 Torr, $f=0.029$ and $m=0.97$; the transport limit predicts $1-f=0.97$. At this low pressure the model needs a reaction probability of about 0.3 per impact; the collision limit, or sublimation at the vapour pressure assumed below, each raises $f$ to about 0.04, while the order stays at 0.97. At 0.05 Torr, $f=0.458$ and $m=0.69$; Cd depletion, neglected here, would lower this last order to about 0.63. A straight line fitted through such data would give an order belonging to neither step.

A practical measurement uses a finite change. Doubling the Te$_2$ pressure gives a secant order of 0.735, and (7) turns this into $f=0.360$. The true $f$ is 0.303 at the start and 0.420 at the end, so the inferred value describes the middle of the interval.

In a total-pressure scan with $k$ fixed, (8) gives $0.465\times0.5=0.23$. Holding $k$ fixed here means holding the Cd pressure fixed. If Cd is compressed with the rest, the added $w$ brings the order to about 0.70.

## What the model leaves out

Each effect below is restored alone, with the other settings held fixed. The reference is $m=0.7675$.

**Te coverage.** If $\theta=0.1$ at the working point, with the rate there unchanged, the local order is 0.45 and $m=0.45/(0.45\times0.697+0.303)=0.730$. This is the largest shift in the set, about 5% of $m$, but the coverage is an assumed value. Interpreted with $n=1/2$, this order would give $f=0.37$ instead of 0.30.

**Cd depletion.** Two Cd atoms are consumed per Te$_2$. With a Cd diffusivity of 45 cm²/s, the surface Cd concentration falls by a fraction $d=4.5\%$ and $m$ becomes 0.742. The rate now contains the factor $1-d$, with $d\propto J$, so $d\ln J=n\,d\ln C_s-[d/(1-d)]\,d\ln J$. The effective surface order is thus $n(1-d)$, slightly below one half. The lower rate also raises $f$, which lowers $m$ further.

**Sublimation.** For an assumed CdTe vapour pressure of 0.01 Torr at 800 K, the supersaturation $p_{\rm Cd}\sqrt{p_{\rm Te_2}}/K$ is 147 in the bulk, where $K$ is the equilibrium value of the product. Congruent vapour is two-thirds Cd and one-third Te$_2$, so $K=(0.02/3)\sqrt{0.01/3}=3.85\times10^{-4}$ Torr$^{3/2}$. At the surface it is $147\sqrt f=81$, so the reverse rate is about 1.2% of the forward rate. The order becomes 0.770. The assumed vapour pressure is probably several times too high, so this overstates the effect.

**Stefan flow.** Three gas molecules disappear per Te$_2$, which draws gas towards the surface. For Te$_2$ mole fraction $x_{\rm Te}$ and total concentration $c$, treating the remaining gas as one species, $J=cD\,dx_{\rm Te}/dz+3Jx_{\rm Te}$. Integrating across the film gives
$$J=\frac{hc}{3}\ln\frac{1-3x_s}{1-3x_b},$$
where $x_s$ and $x_b$ are the surface and bulk mole fractions. With $x_b=0.002$ the order becomes 0.769.

**Collision limit.** The surface cannot consume molecules faster than they strike it. Growth here requires a reaction probability of 0.021 per impact. With unit sticking, the finite arrival rate adds a small resistance in series with the film, and the order rises by less than 0.002.

**Thermal diffusion.** If the outer gas is 50 K hotter, heavy Te$_2$ drifts towards the cooler surface. With a thermal diffusion factor of 0.3, the bulk driving concentration is multiplied by $(850/800)^{0.3}=1.018$. Counting this factor alone gives 0.766, the value in the numerical output. It is only half of the effect: the flux is $cD\,T^{-0.3}\,d(x_{\rm Te}T^{0.3})/dz$, so averaging $T^{0.3}$ over the film lowers the effective $h$ by about 0.9%. For $n=1/2$ the two changes cancel in $\kappa$, and at constant $cD$ the order stays at 0.7675. What does shift it is the rise of $cD$ with temperature: for $cD\propto T^{0.75}$ and a linear temperature profile the order is 0.763.

**Temperature drift.** Let the surface be 1 K hotter at the doubled Te$_2$ pressure, with an activation energy of 1 eV. The secant order rises from 0.735 to 0.751. A shift of this size from one kelvin shows why temperature must be controlled in an order measurement.

The supersaturation also warns that CdTe could nucleate in the gas. Its rate has not been calculated. If it were appreciable, reactant would be lost inside the film, the profile would not be linear, and (1) would fail.

## Beside a real reactor

Millimetre gaps, inert gas at several Torr and growth of order a micrometre per minute are in the range of close-spaced sublimation of CdTe. The chosen Cd excess is not typical of it. A CdTe source that evaporates congruently supplies two Cd atoms per Te$_2$, whereas the example has twenty.

The effect can be estimated by setting the Cd pressure to 0.04 Torr while keeping $\kappa=1.267$, which means a larger intrinsic rate constant. The Cd transfer coefficient is 90 cm/s, so the fractional Cd depletion is $d=(60/90)(1-f)$. The balance

$$1-f=1.267\sqrt f\,(1-d)$$

has the root $f=0.455$, with $d=0.363$. The effective surface order is $0.5\times0.637=0.3185$, and (4) gives $m=0.3185/(0.3185\times0.545+0.455)=0.51$ for a scan of Te$_2$ alone. At this $\kappa$, an order of 0.77 therefore requires a real excess of Cd; a much faster surface reaction could give the same order without one.

A hotter congruent source raises both vapours together. Each surface concentration then follows from its own film balance:

$$d\ln C_s=\frac{1-(1-f)m}{f}\,d\ln C_b,\qquad d\ln C_{{\rm Cd},s}=\frac{1-dm}{1-d}\,d\ln C_b.$$

Adding half the first to the second gives $m=1.099(1-0.545m)+1.570(1-0.363m)$, or $m=1.23$. An order above one appears although the order in Te$_2$ is one half, because the total surface order in the two vapours is $3/2$. Both estimates neglect sublimation, which matters more with less Cd. At the vapour pressure assumed above and the same forward rate constant, the reverse rate would be about 15% of the forward rate, and the two orders would rise to about 0.54 and 1.35. These shifts are upper estimates: at a vapour pressure of 0.0016 Torr, nearer to thermochemical values for 800 K, the reverse rate is about 1% and the orders are 0.51 and 1.24. Equation (4) applies to such data after the co-reactant has been held fixed at the surface, or after its variation has been included as here. The numerical output lists the values for the case with excess Cd.

## Table of computed values

```
CdTe from Te2 and excess Cd: inputs (rough or chosen)
temperature = 800 K
total pressure = 10 Torr
bulk Te2 pressure = 0.02 Torr
bulk Cd pressure = 0.4 Torr
diffusivity of Te2 = 30 cm2/s
diffusivity of Cd = 45 cm2/s
film thickness = 5 mm
surface order in Te2 = 0.5
CdTe molar mass = 240.01 g/mol
CdTe density = 5.85 g/cm3
kinetic growth rate at Cs = Cb: 1.50 um/min
Results at the working point
transfer coefficient h = 60.0 cm/s
bulk Te2 concentration = 4.009e-04 mol/m3
rate constant k = 1.5217e-02 mol^0.5 m^-0.5 s^-1
transport-limited growth = 1.184 um/min
surface-to-bulk ratio f = 0.3029
surface Te2 pressure = 0.00606 Torr
Te2 flux = 1.677e-04 mol/(m2 s)
growth rate = 0.826 um/min
apparent order, numerical slope = 0.7675
apparent order, formula = 0.7675
sensitivity to k, w = 0.4649
order in a total-pressure scan = 0.2325
secant order, Te2 pressure doubled = 0.7353
f inferred from secant = 0.3599
f at doubled pressure = 0.4197
Sweep: Te2 (Torr), f, growth (um/min), order
0.001  0.0294  0.0575  0.9715
0.005  0.1205  0.2604  0.8924
0.020  0.3029  0.8255  0.7675
0.050  0.4579  1.6049  0.6859
Apparent order with one neglected effect restored
Cd depletion: 0.7416 (surface Cd down 4.5 %)
sublimation: 0.7696
Stefan flow: 0.7691
Te coverage 0.1: 0.7298
collision limit: 0.7693
thermal diffusion: 0.7658
thermal: gas hotter by 50 K, factor 0.3
secant order with 1 K drift, 1 eV: 0.7507
reaction probability per Te2 impact = 0.0214
assumed CdTe vapour pressure = 0.01 Torr
bulk supersaturation pCd*sqrt(pTe2)/K = 147
Negative order n = -1, k/h = 1, Cb = 3 (scaled units)
stable branch: f = 0.8727, order = -1.3416
```
